\section*{Oxidation, Phenol Acidity and Proton Release after EUV Ionization}

\section{A case that can be read off}

Take a phenol AH with $\mathrm{p}K_a=10$ in water at 298.15 K. Suppose first that removing an electron costs the same free energy from AH as from its phenolate A$^-$. Oxidation then raises the protonated and the deprotonated form by equal amounts. Their difference is unchanged, and the oxidized phenol still has $\mathrm{p}K_a=10$.

Now let the electron cost 0.05916 eV more from AH than from A$^-$. The oxidized acid AH$^{\bullet+}$ lies higher by that amount, while its deprotonation product A$^\bullet$ stays where it was. Loss of the proton becomes more favourable by 0.05916 eV per molecule. At this temperature that is $\ln(10)$ times the thermal energy, so the acid constant grows tenfold and the $\mathrm{p}K_a$ falls to 9.

Each further 0.05916 V of difference between the two oxidation potentials removes one more unit. The derivation below establishes this rule for any relaxed phenol. Whether an ionized phenol in a resist then releases its proton depends also on the acceptor and on the rates.

\section{Species, signs and standard states}

The four species are AH, A$^-$, the radical cation AH$^{\bullet+}$ and the neutral radical A$^\bullet$. Subscripts $r$ and $o$ denote the reduced and oxidized acids:
\begin{align}
\mathrm{AH}&\rightleftharpoons \mathrm{A^-+H^+}, & &\mathrm{p}K_r,\\
\mathrm{AH^{\bullet+}}&\rightleftharpoons \mathrm{A^\bullet+H^+}, & &\mathrm{p}K_o.
\end{align}
All species are thermally relaxed in one medium at one temperature, and the proton has the same standard state in both reactions. Since $\Delta G^\circ=-RT\ln K$ and $\mathrm{p}K=-\log_{10}K$,
\begin{equation}
\Delta G^\circ=RT\ln(10)\,\mathrm{p}K=Fs\,\mathrm{p}K,\qquad s=\frac{\ln(10)RT}{F}. \label{acid}
\end{equation}
Here $F$ is the Faraday constant and $s$ is a voltage, 0.05916 V at 298.15 K.

The potentials are standard reduction potentials on a common reference:
\begin{align}
\mathrm{AH^{\bullet+}}+e^-&\rightleftharpoons\mathrm{AH}, & &E_N,\\
\mathrm{A^\bullet}+e^-&\rightleftharpoons\mathrm{A^-}, & &E_A.
\end{align}
A one-electron reduction has $\Delta G^\circ=-FE$. Oxidation is the reverse reaction, so it costs $+FE$, with the electron's free energy counted from the reference electrode.

\section{The thermodynamic square}

There are two routes from AH to A$^\bullet$ + H$^+$ + $e^-$. If the electron leaves first, the total cost is
\begin{equation}
\Delta G_1=FE_N+Fs\,\mathrm{p}K_o.
\end{equation}
If the proton leaves first, it is
\begin{equation}
\Delta G_2=Fs\,\mathrm{p}K_r+FE_A.
\end{equation}
Free energy is a state function and the end points are the same, so $\Delta G_1=\Delta G_2$. Division by $F$ gives
\begin{equation}
E_N+s\,\mathrm{p}K_o=s\,\mathrm{p}K_r+E_A.
\end{equation}
Subtracting $E_N$ and dividing by $s$ yields
\begin{equation}
\boxed{\mathrm{p}K_o=\mathrm{p}K_r-\frac{E_N-E_A}{s}}. \label{main}
\end{equation}

A change of reference electrode adds the same constant to $E_N$ and $E_A$ and cancels. A change of medium need not cancel. Oxidation strengthens the acid when $E_N>E_A$, leaves it unchanged when they are equal, and weakens it when $E_N<E_A$.

The potential gap also has a direct meaning. Write $G$ for the standard free energies of the four species. Then
\begin{equation}
\begin{aligned}
F(E_N-E_A)&=[G(\mathrm{AH^{\bullet+}})-G(\mathrm{AH})]\\
&\quad-[G(\mathrm{A^\bullet})-G(\mathrm{A^-})].
\end{aligned}
\end{equation}
This is the free energy by which a bound proton and a hole disfavour each other. Grouping the same four terms by proton instead of electron gives the $\mathrm{p}K$ difference. The proton makes the electron harder to remove by as much as the hole makes the proton easier to remove.

\section{The same result from a redox titration}

The square can be seen in a measurable curve. Let $E_m(\mathrm{pH})$ be the potential at which the total oxidized and total reduced populations are equal. For dilute species with unit activity coefficients, the Nernst equation for the deprotonated pair is
\begin{equation}
E=E_A+s\log_{10}\frac{[\mathrm{A^\bullet}]}{[\mathrm{A^-}]}. \label{nernst}
\end{equation}
The acid constants give the totals
\begin{align}
[\mathrm{A^-}]+[\mathrm{AH}]&=[\mathrm{A^-}]\left(1+10^{\mathrm{p}K_r-\mathrm{pH}}\right),\\
[\mathrm{A^\bullet}]+[\mathrm{AH^{\bullet+}}]&=[\mathrm{A^\bullet}]\left(1+10^{\mathrm{p}K_o-\mathrm{pH}}\right).
\end{align}
Equating them fixes the ratio in (\ref{nernst}):
\begin{equation}
E_m=E_A+s\log_{10}\frac{1+10^{\mathrm{p}K_r-\mathrm{pH}}}{1+10^{\mathrm{p}K_o-\mathrm{pH}}}. \label{mid}
\end{equation}

At high pH both powers of ten vanish and $E_m\to E_A$. At low pH they dominate the ones, so $E_m\to E_A+s(\mathrm{p}K_r-\mathrm{p}K_o)$. In that limit both redox forms are protonated, so this plateau is $E_N$, and (\ref{main}) follows again. For $\mathrm{p}K_o\ll\mathrm{pH}\ll\mathrm{p}K_r$,
\begin{equation}
E_m\simeq E_A+s(\mathrm{p}K_r-\mathrm{pH}),
\end{equation}
with slope $-s$. Here the reduced form holds a proton and the oxidized form does not, so oxidation and proton loss occur together.

The result does not require harmonic molecules. A numerical test used four surfaces $U=e_0+\frac12k(x-x_0)^2+c(x-x_0)^4$ in eV, with $x$ dimensionless. The parameters $(e_0,k,x_0,c)$ were $(0,1.3,0,0.10)$ for A$^-$, $(-0.62,2.1,0.4,0.30)$ for AH, $(0.83,1.7,1.1,0.20)$ for A$^\bullet$ and $(0.95,2.8,1.6,0.05)$ for AH$^{\bullet+}$. A simulated titration of the oxidized form gave $\mathrm{p}K_o=-2.134733$. The reduced form's titration and the two redox plateaus, inserted in (\ref{main}), gave the same printed value. At this temperature the quartic terms are weak: dropping them moves $\mathrm{p}K_o$ by only 0.002. The generality of (\ref{main}) rests on free energy being a state function, whatever the shape of the surfaces.

\section{Numbers for a phenol-like acid}

Take the round values $\mathrm{p}K_r=10.0$, $E_N=1.50$ V and $E_A=0.80$ V. They lie in the rough regime of phenol in water, with potentials against the normal hydrogen electrode. The gap is 0.70 V, or 67.5 kJ/mol, and
\begin{align}
\mathrm{p}K_r-\mathrm{p}K_o&=\frac{0.70}{0.05916}=11.83,\\
\mathrm{p}K_o&=10.0-11.83=-1.83.
\end{align}
The acid constant rises by a factor of $6.8\times10^{11}$. A weak acid has become a strong one. The second decimal serves to follow the arithmetic: an error of 0.10 V in the gap alone moves $\mathrm{p}K_o$ by 1.69 units.

\section{Vertical energies against relaxed potentials}

EUV ionization is fast compared with nuclear and solvent relaxation, whereas the potentials in (\ref{main}) refer to relaxed species. A classical harmonic model shows the difference. Let the reduced and oxidized surfaces have equal curvature $k$:
\begin{align}
U_{\rm red}&=\tfrac12kx^2,\\
U_{\rm ox}&=\Delta+\tfrac12k(x-d)^2.
\end{align}
Equal curvatures give equal thermal widths, so the relaxed free-energy difference is $\Delta$. The vertical gap at fixed $x$ is
\begin{equation}
U_{\rm ox}-U_{\rm red}=\Delta-kdx+\tfrac12kd^2.
\end{equation}
In the reduced state $\langle x\rangle=0$, so its mean is $\Delta+\lambda$, where $\lambda=\frac12kd^2$ is the reorganization energy. Using vertical energies for both forms therefore changes the gap by $\lambda_N-\lambda_A$.

With model values $\lambda_N=1.0$ eV and $\lambda_A=1.2$ eV, the vertical difference is
\begin{equation}
(1.50+1.0)-(0.80+1.2)=0.50\ \mathrm{eV}.
\end{equation}
Inserted in (\ref{main}), it would give $\mathrm{p}K_o=1.55$ instead of $-1.83$. The error vanishes in this model if the two reorganization energies are equal. The 0.2 eV difference is assumed for illustration and is not a value for phenol. In a continuum solvent, two ions of equal radius have equal solvent reorganization energies, so the error for a real phenol can be much smaller.

A newly formed hole may also carry excess energy. One eV corresponds to 16.9 $\mathrm{p}K$ units, but this conversion does not define a $\mathrm{p}K_a$ for a hot hole. An equilibrium constant applies after relaxation. Proton transfer before relaxation needs a dynamical treatment.

\section{The acceptor decides the direction}

In a resist the proton moves to a base B:
\begin{equation}
\mathrm{AH^{\bullet+}+B\rightleftharpoons A^\bullet+BH^+}.
\end{equation}
This is dissociation of AH$^{\bullet+}$ minus dissociation of BH$^+$. The free proton cancels, and
\begin{equation}
\log_{10}K=\mathrm{p}K_{BH}-\mathrm{p}K_o. \label{K}
\end{equation}
By (\ref{main}), transfer is downhill when
\begin{equation}
E_N-E_A>s(\mathrm{p}K_r-\mathrm{p}K_{BH}).
\end{equation}
For $\mathrm{p}K_{BH}=0$ the threshold is $10.0\times0.05916=0.59$ V. The example's 0.70 V exceeds it by 0.11 V, matching the printed driving free energy of $-0.108$ eV.

Consider one phenol in contact with one acceptor, and neglect the work of forming the pair before and after transfer. The populations have ratio $K$, so the transferred fraction is $K/(1+K)$. For $\mathrm{p}K_{BH}=0$ it is $1.0\times10^{-10}$ for the neutral phenol and 0.986 for the oxidized one. With the acceptor held fixed, oxidation switches the equilibrium from almost no transfer to almost complete transfer.

\section{Release against recombination}

A favourable equilibrium is useful only if the hole survives long enough. Let $H(t)$ be the probability of an ionized phenol beside B, and $P(t)$ that of the transferred pair A$^\bullet$/BH$^+$. Transfer has forward and backward rates $k_f$ and $k_b$, with $k_f/k_b=K$. The proton separates from the pair at rate $k_s$. Charge recombination removes either state at the same rate $k_r$. Thus
\begin{align}
\dot H&=-(k_f+k_r)H+k_bP,\\
\dot P&=k_fH-(k_b+k_s+k_r)P,
\end{align}
with $H(0)=1$ and $P(0)=0$. Both vanish at long times. Integrate over all time, writing $h=\int_0^\infty H\,dt$ and $p=\int_0^\infty P\,dt$:
\begin{align}
-1&=-(k_f+k_r)h+k_bp,\\
0&=k_fh-(k_b+k_s+k_r)p.
\end{align}
The second equation gives $h=(k_b+k_s+k_r)p/k_f$. Substituting this in the first and multiplying by $-k_f$ gives
\begin{equation}
k_f=\left[(k_f+k_r)(k_b+k_s+k_r)-k_fk_b\right]p.
\end{equation}
The yield of separated protons is $Y=k_sp$. Expanding the bracket cancels $k_fk_b$:
\begin{equation}
Y=\frac{k_fk_s}{k_f(k_s+k_r)+k_r(k_b+k_s+k_r)}. \label{yield}
\end{equation}

If $k_f\gg k_r$ or $k_b\gg k_s+k_r$, the term $k_r(k_s+k_r)$ is negligible in the denominator. Dividing by $k_f$ then gives
\begin{equation}
Y\simeq\frac{k_s}{k_s+k_r(1+1/K)}. \label{fast}
\end{equation}
For large $K$, a still stronger oxidized acid no longer helps: the limit is $k_s/(k_s+k_r)$. For small $K$ the yield falls in proportion to $K$.

The model rates are 1000 ns$^{-1}$ for transfer in the downhill direction, $k_s=10$ ns$^{-1}$ and $k_r=1$ ns$^{-1}$. The uphill transfer rate follows from $K$. For $\mathrm{p}K_{BH}=0$, $K=10^{1.83}\simeq68$, so $k_b\simeq15$ ns$^{-1}$ and
\begin{equation}
Y\simeq\frac{1000\times10}{1000\times11+1\times26}=0.907.
\end{equation}
With the same rules for the rates, $Y$ falls to 0.387 for $\mathrm{p}K_{BH}=-3$ and to $6.7\times10^{-4}$ for $\mathrm{p}K_{BH}=-6$. The middle case shows that mildly uphill transfer can still release protons, because separation drains the small transferred population.

Raising $k_r$ to 100 ns$^{-1}$ at $\mathrm{p}K_{BH}=0$ lowers $Y$ to 0.082. The acid strength is the same in both cases, so a low $\mathrm{p}K_o$ alone does not guarantee release.

\section{From water to a dry film}

A resist film has a much lower permittivity than water. The Born model estimates the effect by treating each ion as a charged sphere of radius $a$ in a continuum. Outside the sphere the field is $\mathcal E=e/(4\pi\epsilon_0\epsilon r^2)$, and its energy is
\begin{equation}
\int_a^\infty\frac{\epsilon_0\epsilon}{2}\mathcal E^2\,4\pi r^2dr
=\frac{e^2}{8\pi\epsilon_0\epsilon}\int_a^\infty\frac{dr}{r^2}
=\frac{e^2}{8\pi\epsilon_0\epsilon a}.
\end{equation}
The cost of moving the ion from water to film is therefore
\begin{equation}
B(a)=\frac{e^2}{8\pi\epsilon_0a}\left(\frac1{\epsilon_f}-\frac1{\epsilon_w}\right).
\end{equation}
Neutral species have no Born cost. Let $B_i$ be the cost for either phenol ion and $B_H$ that for BH$^+$, the proton carrier, whose aqueous $\mathrm{p}K_a$ is taken as zero. The electron reference is held fixed.

Oxidation of AH creates a cation, which raises $E_N$ by $B_i/e$. Oxidation of A$^-$ removes an anion, which lowers $E_A$ by $B_i/e$. The gap grows by $2B_i/e$. Dissociation of AH creates two ions, so
\begin{equation}
\delta\mathrm{p}K_r=\frac{B_H+B_i}{es}.
\end{equation}
Equation (\ref{main}) then gives
\begin{equation}
\delta\mathrm{p}K_o=\frac{B_H+B_i}{es}-\frac{2B_i}{es}=\frac{B_H-B_i}{es}.
\end{equation}
Dissociation of the radical cation only moves a positive charge from one molecule to another, so the cost cancels to the extent that the two radii are similar.

For $\epsilon_w=78$, $\epsilon_f=4$ and radii of 0.35 nm for the phenol ions and 0.30 nm for BH$^+$, $B_i=0.488$ eV and $B_H=0.569$ eV. The gap becomes 1.676 V. The neutral $\mathrm{p}K_a$ rises from 10.0 to 27.9, but the oxidized one only from $-1.83$ to $-0.46$. Combining the aqueous $\mathrm{p}K_r$ with the film gap would give about $-18$, a mixture of two media with no physical meaning.

The value 27.9 is for separated ions. Their attraction stabilizes a contact pair. The Onsager radius, where the Coulomb energy of two unit charges equals $k_BT$, is 14.0 nm in this film. At the contact distance of 0.65 nm the attraction is $14.0/0.65\simeq22\,k_BT$, or about 9 $\mathrm{p}K$ units. That leaves neutral transfer uphill by about 19 units. With the rates otherwise unchanged, the film shift of $\mathrm{p}K_o$ lowers the oxidized phenol's yield from 0.907 to 0.880. This small loss depends on the radii: with 0.25 nm for BH$^+$ the shift would be 3.3 units and the yield 0.25, and with 0.20 nm, near the size of H$_3$O$^+$, 6.2 units and $4\times10^{-4}$.

A nearby counter-charge adds a term that depends strongly on its distance. Moving the positive charge from 2.0 to 2.5 nm away from a negative one costs 0.61 $\mathrm{p}K$ units; the return from 2.5 to 2.0 nm gains as much. For anions placed at random at 0.20 nm$^{-3}$ the nearest one lies about 0.95 nm away on average, and a move from 0.95 to 1.45 nm costs 2.2 units, more than the Born shift above.

\section{An EUV exposure}

Light of 13.5 nm has a photon energy of 91.8 eV. A dose of 30 mJ/cm$^2$ with an absorption coefficient of 5 $\mu$m$^{-1}$ deposits 0.102 photons/nm$^3$ at the film surface. With three holes per absorbed photon, all assumed to reach phenol groups,
\begin{align}
n_{\rm hole}&=3\times0.102=0.306\ \mathrm{nm^{-3}},\\
n_{\rm proton}&=0.907\times0.306=0.277\ \mathrm{nm^{-3}}.
\end{align}
A lasting acid also needs an anion, formed here when an acid generator captures an electron and breaks up. With 0.20 generators/nm$^3$ and at most one anion from each, the acid density cannot exceed 0.20 nm$^{-3}$ in this model. This is a ceiling, not a predicted acid density.

The dose, absorption, hole number and generator density are rough values for an organic, chemically amplified phenolic resist. The aqueous acidity is not that of a film. For the acceptor with $\mathrm{p}K_{BH}=0$ the Born estimate with radii of 0.35 and 0.30 nm lowers the yield by only 3\%, because $K$ stays well above $k_r/(k_s+k_r)$. This holds only when BH$^+$ is nearly as large as the phenol ion. For an acceptor so weak that the yield is proportional to $K$, the same shift of 1.37 units would lower it more than twentyfold. The yield also depends strongly on the assumed acceptor and recombination rate. A single neutral phenol is a poor acceptor, its conjugate acid having a $\mathrm{p}K_a$ of very roughly $-6$; the model then gives almost no release. Hydrogen-bonded groups or water clusters may provide better acceptors, which is a conjecture here. A single water molecule is a poor one in the film: H$_3$O$^+$ is small, the Born shift is then several units, and the yield falls to a few percent or less. Electrons that stop within 14.0 nm of the hole feel an attraction above $k_BT$, so rapid recombination is a serious possibility. At $k_r=100$ ns$^{-1}$ the proton density would be $0.082\times0.306=0.025$ nm$^{-3}$, and the supply of released protons, rather than the generators, would limit the acid.

Temperature enters through $s$ and the gap. At a bake temperature of 383 K, a fixed gap of 0.70 V gives a drop of 9.21 units. A model gap coefficient of $+0.5$ mV/K adds 0.56 unit. Finding $\mathrm{p}K_o$ itself would also require $\mathrm{p}K_r$ at 383 K. For protons released during exposure, the exposure temperature is the relevant one.

Ionization thus supplies a thermodynamic drive for proton loss. In this model it becomes efficient release when the acceptor is basic enough and both transfer and separation outrun recombination. The main values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature: 298.15 K
ln(10)RT/F: 0.05916 V per pK unit
Surface test: titrated oxidized pKa: -2.134733
Surface test: pKa from potentials: -2.134733
Input pKa of neutral phenol: 10.0
Input E_N: 1.50 V
Input E_A: 0.80 V
Potential gap E_N - E_A: 0.70 V
Same gap as free energy: 67.5 kJ/mol
pKa drop on oxidation: 11.83
pKa of oxidized phenol: -1.83
Acid constant multiplied by: 6.80e+11
Midpoint slope between pKa values: -0.05916 V per pH
Reorganization energies N, A: 1.0, 1.2 eV
Vertical-energy difference: 0.50 eV
Wrong oxidized pKa from vertical energies: 1.55
Permittivity water, film: 78, 4
Radius phenol ions, BH+: 0.35, 0.30 nm
Born transfer energy, each phenol ion: 0.488 eV
Born transfer energy, BH+: 0.569 eV
Potential gap in film: 1.676 V
Neutral pKa in film: 27.87
Oxidized pKa in film: -0.46
Transferred pair fraction, neutral, BH+ pKa 0: 1.00e-10
Transferred pair fraction, oxidized, BH+ pKa 0: 0.986
Driving free energy, oxidized, BH+ pKa 0: -0.108 eV
Rates downhill, separation, recombination: 1000, 10, 1 1/ns
Proton yield, BH+ pKa 0: 0.907 per hole
Proton yield, BH+ pKa -3: 0.387 per hole
Proton yield, BH+ pKa -6: 0.000672 per hole
Fast recombination rate: 100 1/ns
Proton yield, fast recombination, BH+ pKa 0: 0.082 per hole
Proton yield with film shift, BH+ pKa 0: 0.880 per hole
EUV wavelength: 13.5 nm
Photon energy: 91.8 eV
Dose: 30 mJ/cm2
Absorption coefficient: 5 1/um
Absorbed photons at surface: 0.102 1/nm3
Holes per absorbed photon: 3
Hole density: 0.306 1/nm3
Released proton density: 0.277 1/nm3
Acid-generator density: 0.20 1/nm3
Acid density ceiling: 0.20 1/nm3
pKa change for 0.10 V potential error: 1.69
Onsager radius in film: 14.0 nm
pK cost, moving charge from 2.0 to 2.5 nm: 0.61
Bake temperature: 383 K
pKa drop at bake temperature, fixed gap: 9.21
Extra drop for gap coefficient 0.5 mV/K: 0.56
pK equivalent of 1 eV hole excess: 16.9
\end{verbatim}
